# Cooling Rate After a Point Heat Pulse: The Minus Two-Thirds Power

## Cooling after a point heat pulse

### Scaling fixes the power

A phase-change memory cell is written to its glassy state by melting a small volume and letting it cool before it can crystallize. One useful measure is the cooling rate at a chosen temperature below melting. An idealized form of the problem releases energy $E$ at one point, at time $t=0$, in an infinite, uniform, isotropic medium initially at ambient temperature.

Let $\theta(\mathbf r,t)$ be the temperature rise above ambient and $h(\theta)$ the heat stored per unit volume, with $h(0)=0$. Energy conservation and Fourier's law, with conductivity $k(\theta)$, give

$$\frac{\partial h}{\partial t}=\nabla\cdot\left(k\nabla\theta\right),\qquad \int h\,d^3r=E. \tag{1}$$

Suppose that $\theta(\mathbf r,t)$ solves this problem for energy $E$. For any $\lambda>0$ define

$$\theta_\lambda(\mathbf r,t)=\theta(\mathbf r/\lambda,\,t/\lambda^2). \tag{2}$$

One time derivative produces a factor $\lambda^{-2}$, and so do two space derivatives, so $\theta_\lambda$ obeys the same differential equation. Its heat content is $\lambda^3E$, because volumes grow by $\lambda^3$. Hence $\theta_\lambda$ is the response to a pulse of energy $\lambda^3E$. It passes through the same temperatures, but its rates of change are smaller by $\lambda^{-2}$. With $\lambda\propto E^{1/3}$, the cooling rate $R=-\partial\theta/\partial t$ at a chosen rise $\theta_*$ obeys

$$R\propto\lambda^{-2}\propto E^{-2/3}. \tag{3}$$

The comparison is between corresponding points, $\mathbf r\propto E^{1/3}$. The release point $r=0$ corresponds to itself, so there the law holds at a fixed position. At any other fixed position it needs a correction, found below.

The argument requires that the medium supply no length or time of its own. It does not require constant properties. If the heat capacity per volume $C$ and the conductivity $k$ are constant, however, dimensional analysis says more. With $\alpha=k/C$ the diffusivity, the available length is $(E/C\theta_*)^{1/3}$ and the corresponding time is its square divided by $\alpha$. Therefore

$$R_0=b\,\alpha\,\theta_*\left(\frac{C\theta_*}{E}\right)^{2/3} \tag{4}$$

at the release point, where $b$ is a pure number.

### The temperature field and the prefactor

For constant $C$ and $k$, $h=C\theta$ and equation (1) becomes

$$\frac{\partial\theta}{\partial t}=\alpha\nabla^2\theta,\qquad \theta(\mathbf r,0)=\frac{E}{C}\,\delta^3(\mathbf r). \tag{5}$$

Define $\hat\theta(\mathbf q,t)=\int\theta\,e^{-i\mathbf q\cdot\mathbf r}d^3r$. Since $\theta$ vanishes far away, two integrations by parts turn $\nabla^2$ into $-q^2$. Then $\partial\hat\theta/\partial t=-\alpha q^2\hat\theta$ with $\hat\theta(\mathbf q,0)=E/C$, so $\hat\theta=(E/C)e^{-\alpha q^2t}$. The inverse transform is a product of three equal one-dimensional integrals. For the $x$ direction, completing the square gives

$$iqx-\alpha tq^2=-\alpha t\left(q-\frac{ix}{2\alpha t}\right)^2-\frac{x^2}{4\alpha t},$$

$$\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,e^{iqx-\alpha tq^2}=\frac{1}{2\pi}\sqrt{\frac{\pi}{\alpha t}}\,e^{-x^2/4\alpha t}=\frac{e^{-x^2/4\alpha t}}{\sqrt{4\pi\alpha t}}.$$

Multiplying the three factors,

$$\theta(r,t)=\frac{E}{C(4\pi\alpha t)^{3/2}}\,e^{-r^2/4\alpha t}. \tag{6}$$

At $r=0$ the exponential is one. Setting $\theta=\theta_*$ and solving for the time,

$$t_0=\frac{1}{4\pi\alpha}\left(\frac{E}{C\theta_*}\right)^{2/3}. \tag{7}$$

Because $\theta\propto t^{-3/2}$ there, $-\partial\theta/\partial t=3\theta/2t$. Inserting (7),

$$R_0=\frac{3\theta_*}{2t_0}=6\pi\alpha\,\theta_*^{5/3}\left(\frac{C}{E}\right)^{2/3}. \tag{8}$$

This is (4) with $b=6\pi$. More energy makes a larger hot region, and heat needs a time proportional to the square of its size to leave. The time spent between a higher rise $\theta_m$ and $\theta_*$ follows from (7):

$$\Delta t=\frac{1}{4\pi\alpha}\left(\frac{E}{C}\right)^{2/3}\left(\theta_*^{-2/3}-\theta_m^{-2/3}\right)\propto E^{2/3}. \tag{9}$$

### A fixed point away from the centre

At $r>0$ the temperature first rises and then falls. Differentiating (6),

$$-\frac{\partial\theta}{\partial t}=\frac{3\theta}{2t}(1-x),\qquad x=\frac{r^2}{6\alpha t}. \tag{10}$$

The peak is at $x=1$, and cooling corresponds to $0<x<1$. At the peak $4\pi\alpha t=2\pi r^2/3$ and the exponential in (6) is $e^{-3/2}$. The peak reaches $\theta_*$ only if

$$E\ge E_{\rm th}=C\theta_*r^3\left(\frac{2\pi e}{3}\right)^{3/2}. \tag{11}$$

To find the rate at $\theta_*$, write the exponential in (6) as $e^{-3x/2}$. Solving for $t$ and using (7) gives $t=t_0e^{-x}$. Substitution in the definition of $x$ and in (10) yields

$$xe^{-x}=\frac{r^2}{6\alpha t_0},\qquad \frac{R}{R_0}=e^x(1-x)=1-\frac{x^2}{2}+O(x^3). \tag{12}$$

The term linear in $x$ cancels: the point reaches $\theta_*$ earlier than the centre, which raises the rate, while heat still arriving from the centre lowers it by the same amount at this order. For large $E$, $x\to0$ and the minus two-thirds power returns.

For the local exponent, take the logarithm of the first relation in (12). Since $t_0\propto E^{2/3}$,

$$\left(\frac1x-1\right)\frac{dx}{d\ln E}=-\frac23,\qquad \frac{dx}{d\ln E}=-\frac23\,\frac{x}{1-x}.$$

Also $d\ln[e^x(1-x)]/dx=1-1/(1-x)=-x/(1-x)$. Adding the exponent $-2/3$ of $R_0$,

$$\frac{d\ln R}{d\ln E}=-\frac23+\frac23\frac{x^2}{(1-x)^2}=-\frac23\,\frac{1-2x}{(1-x)^2}. \tag{13}$$

The exponent changes sign at $x=1/2$. By (12), $xe^{-x}\propto E^{-2/3}$, and its value at threshold is $e^{-1}$. The sign change is therefore at $E/E_{\rm th}=(2/\sqrt e)^{3/2}\approx1.34$. Between $E_{\rm th}$ and this energy, more energy gives faster cooling at the fixed point, because $\theta_*$ is then crossed farther from the flat top of the temperature peak.

### Sources of finite size and duration

Let the heat be deposited instantly with a density proportional to $e^{-r^2/a^2}$. This is the profile (6) at the time $a^2/4\alpha$, so the later evolution is (6) with a shifted clock. The relation (8) between temperature and rate does not contain the clock. The rate at $\theta_*$ is therefore unchanged, provided the initial central rise $E/(C\pi^{3/2}a^3)$ exceeds $\theta_*$.

Now let a point source deliver $E$ at constant power during $0<t<\tau$. Put $A=E/[C(4\pi\alpha)^{3/2}]$ and measure time from the middle of the pulse, $s=t-\tau/2$. The central rise is the average of $A(s-y)^{-3/2}$ over $-\tau/2<y<\tau/2$. The linear term averages to zero, and $\langle y^2\rangle=\tau^2/12$, so

$$\theta\approx As^{-3/2}(1+\epsilon),\qquad \epsilon=\frac{15}{8}\,\frac{\tau^2}{12s^2}=\frac{5\tau^2}{32s^2}. \tag{14}$$

Since $\epsilon\propto s^{-2}$, differentiation gives $R=(\theta/s)(3/2+2\epsilon)$ to first order in $\epsilon$. The level $\theta_*$ is reached at $s=t_0(1+2\epsilon/3)$. Hence

$$\frac{R}{R_0}\approx\left(1-\frac{2\epsilon}{3}\right)\left(1+\frac{4\epsilon}{3}\right)\approx1+\frac{5}{48}\left(\frac{\tau}{t_0}\right)^2. \tag{15}$$

The opposite case is a pulse much longer than the cooling that follows it. Let $u$ be the time since its end. The heat then has ages between $u$ and $u+\tau$, and

$$\theta=\frac A\tau\int_u^{u+\tau}\frac{da}{a^{3/2}}=\frac{2A}{\tau}\left[u^{-1/2}-(u+\tau)^{-1/2}\right]. \tag{16}$$

For $u\ll\tau$ the last term is nearly $\tau^{-1/2}$, and $R\approx(A/\tau)u^{-3/2}$. With $w=u^{-1/2}$, the condition $\theta=\theta_*$ reads $w=\tau^{-1/2}+\tau\theta_*/2A$. At fixed $\tau$, $A\propto E$, so $d\ln w/d\ln E=-(w-\tau^{-1/2})/w=-(1-\sqrt{u/\tau})$. Since $R\propto Aw^3$,

$$\frac{d\ln R}{d\ln E}\approx1-3\left(1-\sqrt{u/\tau}\right)=-2+3\sqrt{u/\tau}. \tag{17}$$

The fixed time $\tau$ has broken the scaling (2). If $E$ is raised at fixed $\tau$ until $t_0\gg\tau$, equation (15) applies and the power $-2/3$ is recovered.

### A cell-sized example

Take $C=1.3$ J/(cm³ K), $k=0.5$ W/(m K) and an ambient temperature of 300 K. Let melting occur at 900 K, and let the chosen temperature be 700 K, so $\theta_m=600$ K and $\theta_*=400$ K. These are round parameters. The diffusivity is $\alpha=k/C=385$ nm²/ns.

For $E=1$ pJ the length $(E/C\theta_*)^{1/3}$ is 124 nm. Equations (7) and (8) give

$$t_0=\frac{(124.4\ {\rm nm})^2}{4\pi(384.6\ {\rm nm^2/ns})}=3.20\ {\rm ns},\qquad R_0=\frac{3(400\ {\rm K})}{2(3.20\ {\rm ns})}=188\ {\rm K/ns},$$

or $1.9\times10^{11}$ K/s. With all else fixed, other energies give:

| $E$ (pJ) | $t_0$ (ns) | $R_0$ (K/ns) | 900 to 700 K (ns) |
|---|---|---|---|
| 0.5 | 2.02 | 298 | 0.48 |
| 1 | 3.20 | 188 | 0.76 |
| 2 | 5.08 | 118 | 1.20 |
| 4 | 8.06 | 74 | 1.91 |
| 8 | 12.80 | 47 | 3.03 |

An eightfold increase in energy lowers the rate fourfold, since $8^{2/3}=4$, and lengthens the stay between 900 and 700 K by the same factor.

At $r=40$ nm, equation (11) gives a threshold of 0.45 pJ, and cooling at 700 K is fastest at 0.60 pJ. For 1 pJ, $r^2/(6\alpha t_0)=0.693/3.20=0.217$, and solving (12) gives $x=0.289$. The rate is 0.95 of the central rate, but the local exponent is $-0.56$. The exponent is thus more sensitive to position than the rate is.

### What melting and electrodes change

By the opening argument, a conductivity that depends on temperature leaves the power intact. So does latent heat, whether returned on freezing or retained in the glass, if the rule that decides its fate contains no fixed length or time. The prefactor does change. To find it, the radial heat equation was solved numerically by finite volumes for 1 and 8 pJ. The initial heat was a narrow Gaussian with $a=12$ nm, and the latent heat, 0.7 kJ/cm³, was spread over a few tens of kelvin around 900 K. Each row changes one property:

| Change | $R/R_0$ at 1 pJ | Exponent |
|---|---|---|
| $k$ rises linearly threefold from 700 to 900 K, then stays constant | 0.66 | $-0.667$ |
| Latent heat returned on freezing | 1.76 | $-0.667$ |
| Latent heat kept by the glass | 1.18 | $-0.667$ |

In all three cases the properties at 700 K are the original ones. At the centre $\nabla\theta=0$, so $R=-\alpha\nabla^2\theta$ there. The ratios therefore measure how sharply the temperature profile is curved at the centre when it reaches 700 K. The more conducting melt leaves a flatter profile, and returned latent heat leaves a more sharply peaked one. The value 1.76 depends on the assumed spread of the latent heat in temperature, here an error-function step of width 32 K. Doubling the width gives about 1.7, halving it about 1.9, and a nearly sharp transition about 2. The ratio for retained latent heat is much less sensitive, staying between 1.17 and 1.18.

A nearby electrode is different, because it brings in a fixed length. Model it as a plane held at ambient temperature at distance $d$ from the source, with the same medium in front of it. An image source of energy $-E$ at distance $2d$ from the real one keeps the plane at $\theta=0$, so the rise at the release point is

$$\theta=At^{-3/2}\left(1-e^{-d^2/\alpha t}\right)\longrightarrow\frac{Ad^2}{\alpha}\,t^{-5/2}\qquad(\alpha t\gg d^2). \tag{18}$$

At large energy the time to reach $\theta_*$ then grows as $E^{2/5}$, and $R=5\theta_*/2t\propto E^{-2/5}$. For $d=50$ nm and 1 pJ, solving (18) numerically gives a rate 1.28 times $R_0$ and a local exponent of $-0.44$. The exponent is near $-2/5$ although $\alpha t$ is still less than $d^2$, so the limiting form in (18) does not yet hold.

### Beside a real cell

The parameters are rough typical values for a chalcogenide memory cell during its melting (RESET) pulse, not data for one alloy. Instantaneous heating is a strong assumption: an electrical pulse of some tens of nanoseconds is much longer than the $t_0$ of 3.20 ns found for 1 pJ. For a ball-shaped source, a finite size has a small effect if the source starts far above the melting temperature; a flat or elongated source can change the rate much more. If 1 pJ is spread instantly over a uniform ball of radius 45 nm, the ball starts at about 2300 K, far above the melting temperature; the rate at 700 K, found by integrating (6) over the ball, is only 1.4% below $R_0$. With the same energy in a larger ball, which starts closer to melting, the rate falls further below $R_0$, and its dependence on energy at fixed radius becomes clearly weaker than the power $-2/3$. This is the more relevant case, because a real cell is normally heated much less far above melting than the 45 nm ball. Duration matters more once it exceeds $t_0$. With 1 pJ from a point source, a 1 ns pulse raises the rate by 1.0% relative to $R_0$, in agreement with (15). A 10 ns pulse nearly doubles it, to $1.97R_0$, and the local exponent at fixed duration becomes $-1.30$. Raising the ambient temperature to 358 K at fixed energy reduces $\theta_*$ to 342 K and, by (8), multiplies the rate by $(342/400)^{5/3}=0.77$.

These corrections were found one at a time and need not multiply. If 1 pJ is delivered over 10 ns into the 45 nm ball, for example, the centre peaks near 690 K and never melts, so the factor 1.97 does not carry over to a source that large. Interface thermal resistance, the layered geometry and the kinetics of crystallization are left out. The power $-2/3$ is therefore a guide for a cell that meets three conditions: the heating is short compared with $t_0$, the source is small in every direction compared with the region still hot when $\theta_*$ is reached, and that region is small compared with the distance to electrodes and other layers. The second condition can be dropped if the heated volume grows in proportion to $E$ while keeping its shape and starting temperatures, because the scaling (2) then applies to the source as well. Otherwise the exponent has to be found from the actual pulse and geometry.

Numerical values quoted here were computed with a short program.
